# Comment: Orbital positions, Berry curvature and the Hall response of metals: a numerical check

```python
"""Orbital positions and Berry curvature at fixed hoppings.

Result under test: if orbital a moves by delta_a while all hoppings stay fixed,
the curvature of band n changes by d_x p_y - d_y p_x, p = sum_a delta_a w_a(k),
where w_a is the weight of orbital a in the band. The Chern number stays fixed.
The intrinsic Hall conductivity of a metal may change, unless symmetry forbids
it; with disorder this change dies out for slowly varying fields.
Units: eV, angstrom, hbar = 1 (time in hbar/eV). Electron charge is -e.
Curvature: Omega = -2 Im <d_x u | d_y u>; sigma_xy = -(e^2/h) int f Omega / 2 pi.
Model: honeycomb lattice, orbitals A and B, real first-neighbour hoppings,
imaginary second-neighbour hoppings of opposite sign on A and B.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

bond = 2.0
lattice = bond * np.array([[np.sqrt(3) / 2, 1.5], [-np.sqrt(3) / 2, 1.5]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
cell_area = abs(np.linalg.det(lattice))
first_cells = np.array([[0, 0], [-1, 0], [0, -1]])
second_cells = np.array([[1, 0], [0, -1], [-1, 1]])
temperature = 300.0
kT = const.k * temperature / const.e
mu = -1.2
# model = (three first-neighbour hoppings, second-neighbour hopping, mass)
model = ((1.4, 1.0, 1.0), 0.15, 0.0)
tau_old = np.array([[0.0, 0.0], [0.0, bond]])
shift = 0.3
tau_new = tau_old + np.array([[0.0, 0.0], [0.0, shift]])
tau_origin = np.zeros((2, 2))


def hamiltonian(k, model, tau):
    """Bloch matrix and its two k derivatives."""
    hops, second, mass = model
    h = np.zeros(k.shape[:-1] + (2, 2), complex)
    g = np.zeros((2,) + h.shape, complex)
    for t, n in zip(hops, first_cells):
        d = n @ lattice + tau[1] - tau[0]
        term = t * np.exp(1j * (k @ d))
        h[..., 0, 1] += term
        h[..., 1, 0] += np.conj(term)
        for c in range(2):
            g[c][..., 0, 1] += 1j * d[c] * term
            g[c][..., 1, 0] += np.conj(1j * d[c] * term)
    for n in second_cells:
        d = n @ lattice
        phase = k @ d
        for s, sign in ((0, 1), (1, -1)):
            h[..., s, s] += sign * 2 * second * np.sin(phase)
            for c in range(2):
                g[c][..., s, s] += sign * 2 * second * d[c] * np.cos(phase)
    h[..., 0, 0] += mass
    h[..., 1, 1] -= mass
    return h, g


def bands(k, model, tau):
    """Energies, curvatures, B weights, velocity matrices, eigenvectors."""
    h, g = hamiltonian(k, model, tau)
    e, u = np.linalg.eigh(h)
    ud = np.conj(np.swapaxes(u, -1, -2))
    v = np.array([ud @ g[0] @ u, ud @ g[1] @ u])
    gap2 = (e[..., 1] - e[..., 0]) ** 2
    low = -2 * np.imag(v[0][..., 0, 1] * v[1][..., 1, 0]) / gap2
    high = -2 * np.imag(v[0][..., 1, 0] * v[1][..., 0, 1]) / gap2
    return e, np.stack([low, high], -1), np.abs(u[..., 1, :]) ** 2, v, u


def occupation(e, level):
    return expit(-(e - level) / kT)


def hall(e, curvature, level):
    """Intrinsic sigma_xy in e^2/h."""
    total = np.sum(occupation(e, level) * curvature, -1)
    return -2 * np.pi / cell_area * np.mean(total)


n_grid = 300
frac = np.arange(n_grid) / n_grid
grid = frac[:, None, None] * recip[0] + frac[None, :, None] * recip[1]

e_old, c_old, w_old, v_old, u_old = bands(grid, model, tau_old)
e_new, c_new, w_new, v_new, u_new = bands(grid, model, tau_new)
e_org, c_org, w_org, v_org, u_org = bands(grid, model, tau_origin)
assert np.allclose(e_old, e_new, atol=1e-10)
assert np.allclose(w_old, w_new, atol=1e-9)
indirect_gap = e_old[..., 1].min() - e_old[..., 0].max()
assert e_old[..., 0].min() < mu < e_old[..., 0].max() and indirect_gap > 0.5

# Local law: curvature from velocities against finite differences of weights
k0 = np.array([0.10, 1.00])
step = 1e-4


def weight_slope(axis):
    dk = step * np.eye(2)[axis]
    plus = bands(k0 + dk, model, tau_old)[2][0]
    minus = bands(k0 - dk, model, tau_old)[2][0]
    return (plus - minus) / (2 * step)


slope_x, slope_y = weight_slope(0), weight_slope(1)
omega_old = bands(k0, model, tau_old)[1][0]
omega_new = bands(k0, model, tau_new)[1][0]
omega_org = bands(k0, model, tau_origin)[1][0]
assert abs(omega_new - omega_old - shift * slope_x) < 1e-5
assert abs(omega_new - omega_old) > 0.01
oblique = np.array([0.2, -0.35])
tau_oblique = tau_old + np.array([[0.0, 0.0], oblique])
change = bands(k0, model, tau_oblique)[1][0] - omega_old
assert abs(change - (oblique[1] * slope_x - oblique[0] * slope_y)) < 1e-5
assert abs(bands(k0, model, tau_old + oblique)[1][0] - omega_old) < 1e-10


# Direct time evolution: transverse velocity while k_y is driven through k0
def driven_curvature(tau, force=0.002, duration=60.0):
    speeds = []
    for sign in (1, -1):
        def path(t):
            x = t / duration
            area = x**6 - 3 * x**5 + 2.5 * x**4
            return k0 + np.array([0.0, sign * force * duration * (area - 0.5)])

        start = np.linalg.eigh(hamiltonian(path(0.0), model, tau)[0])[1][:, 0]
        sol = solve_ivp(
            lambda t, y: -1j * (hamiltonian(path(t), model, tau)[0] @ y),
            (0.0, duration), start.astype(complex), method="DOP853",
            rtol=1e-9, atol=1e-11)
        y = sol.y[:, -1]
        vx = hamiltonian(path(duration), model, tau)[1][0]
        speeds.append((np.vdot(y, vx @ y) / np.vdot(y, y)).real)
    return -(speeds[0] - speeds[1]) / (2 * force)


driven_old, driven_new = driven_curvature(tau_old), driven_curvature(tau_new)
# finite force and finite ramp time leave errors well below one per cent
assert abs(driven_old - omega_old) < 0.01 * abs(omega_old) + 0.002
assert abs(driven_new - omega_new) < 0.01 * abs(omega_new) + 0.002
assert abs((driven_new - driven_old) / (omega_new - omega_old) - 1) < 0.03

# Chern number: curvature integral against link phases on a coarse grid
chern_old = 2 * np.pi / cell_area * np.mean(c_old[..., 0])
chern_new = 2 * np.pi / cell_area * np.mean(c_new[..., 0])
chern_org = 2 * np.pi / cell_area * np.mean(c_org[..., 0])
u = u_org[::5, ::5, :, 0]
link1 = np.sum(np.conj(u) * np.roll(u, -1, 0), -1)
link2 = np.sum(np.conj(u) * np.roll(u, -1, 1), -1)
loop = link1 * np.roll(link2, -1, 0) * np.conj(np.roll(link1, -1, 1) * link2)
chern_link = -np.sum(np.angle(loop)) / (2 * np.pi)
assert abs(abs(chern_link) - 1) < 1e-8
for value in (chern_old, chern_new, chern_org):
    assert abs(value - chern_link) < 1e-6

# Intrinsic Hall conductivity: Fermi-sea difference against Fermi-surface form
s_old, s_new = hall(e_old, c_old, mu), hall(e_new, c_new, mu)
s_org = hall(e_org, c_org, mu)
f = occupation(e_old, mu)
vx_diag = np.real(np.diagonal(v_old[0], axis1=-2, axis2=-1))
surface = np.mean(np.sum(f * (1 - f) / kT * vx_diag * shift * w_old, -1))
s_surface = -2 * np.pi / cell_area * surface
assert abs((s_new - s_old) - s_surface) < 1e-6
assert abs(s_new - s_old) > 1e-3
gap_old, gap_new = hall(e_old, c_old, 0.0), hall(e_new, c_new, 0.0)
assert abs(gap_old + chern_link) < 1e-5 and abs(gap_new - gap_old) < 1e-6


# Cases in which symmetry removes the integrated change but not the local one
def compare(case, displacement):
    tau = tau_old + np.array([[0.0, 0.0], displacement])
    ea, ca = bands(grid, case, tau_old)[:2]
    eb, cb = bands(grid, case, tau)[:2]
    local = np.max(np.abs(cb[..., 0] - ca[..., 0]))
    return local, hall(eb, cb, mu) - hall(ea, ca, mu)


threefold = compare(((1.0, 1.0, 1.0), 0.15, 0.0), [0.0, shift])
reversal = compare(((1.4, 1.0, 1.0), 0.0, 0.5), [0.0, shift])
sideways = compare(model, [shift, 0.0])
for local, total in (threefold, reversal, sideways):
    assert local > 0.01 and abs(total) < 1e-7


# Disorder: Hall change carried by the intracell dipole, field growing as exp(s t)
def dipole_response(e, u_b, vx, s):
    """Sum over state pairs; u_b holds the B components of the eigenvectors."""
    dipole = shift * np.conj(np.swapaxes(u_b, -1, -2)) @ u_b
    occ = occupation(e, mu)
    de = e[..., :, None] - e[..., None, :]
    df = occ[..., :, None] - occ[..., None, :]
    kernel = df * de / (de**2 + s**2)
    return np.sum(np.real(kernel * vx * np.swapaxes(dipole, -1, -2)), (-1, -2))


def supercell(size, twist, onsite):
    i, j = [x.ravel() for x in np.meshgrid(range(size), range(size), indexing="ij")]
    cell = i * size + j
    h = np.diag(onsite).astype(complex)
    vx = np.zeros_like(h)

    def add(a, b, amplitude, n, d):
        rows = 2 * cell + a
        cols = 2 * (((i + n[0]) % size) * size + (j + n[1]) % size) + b
        term = amplitude * np.exp(1j * (twist @ d))
        h[rows, cols] += term
        h[cols, rows] += np.conj(term)
        vx[rows, cols] += 1j * d[0] * term
        vx[cols, rows] += np.conj(1j * d[0] * term)

    for t, n in zip(model[0], first_cells):
        add(0, 1, t, n, n @ lattice + tau_old[1] - tau_old[0])
    for n in second_cells:
        add(0, 0, -1j * model[1], n, n @ lattice)
        add(1, 1, 1j * model[1], n, n @ lattice)
    e, u = np.linalg.eigh(h)
    return e, u[1::2, :], np.conj(u.T) @ vx @ u


to_hall = -2 * np.pi / cell_area
rates = np.array([0.4, 0.2, 0.1, 0.05])
clean = np.array([to_hall * np.mean(dipole_response(
    e_old, u_old[..., 1:2, :], v_old[0], s)) for s in rates])
static = to_hall * np.mean(dipole_response(
    e_old, u_old[..., 1:2, :], v_old[0], 1e-5))
assert abs(static - (s_new - s_old)) < 1e-6

size, samples, width = 16, 14, 2.0
rng = np.random.default_rng(7)
n_orb = 2 * size**2
twist = rng.random(2) @ recip / size
e, ub, vx = supercell(size, twist, np.zeros(n_orb))
fr = np.arange(size) / size
kk = twist + fr[:, None, None] * recip[0] + fr[None, :, None] * recip[1]
ek, ck, wk, vk, uk = bands(kk, model, tau_old)
direct = np.mean(dipole_response(ek, uk[..., 1:2, :], vk[0], 0.1))
assert abs(dipole_response(e, ub, vx, 0.1) / size**2 - direct) < 1e-8

runs = []
for _ in range(samples):
    twist = rng.random(2) @ recip / size
    onsite = width * (rng.random(n_orb) - 0.5)
    e, ub, vx = supercell(size, twist, onsite)
    runs.append([to_hall * dipole_response(e, ub, vx, s) / size**2 for s in rates])
runs = np.array(runs)
dirty = runs.mean(0)
error = runs.std(0, ddof=1) / np.sqrt(samples)
ratio = dirty / clean
dos_orbital = np.mean(np.sum(f * (1 - f) / kT, -1)) / 2
born_rate = 2 * np.pi * dos_orbital * width**2 / 12
# the finite supercell and finite s leave a remainder; the trend is the test
assert abs(ratio[-1]) < 0.4 and abs(ratio[-1]) < 0.6 * abs(ratio[0])

# Neglected effect: first-neighbour hoppings that follow an inverse-square law
bonds_old = [np.linalg.norm(n @ lattice + tau_old[1]) for n in first_cells]
bonds_new = [np.linalg.norm(n @ lattice + tau_new[1]) for n in first_cells]
scaled = tuple(t * (a / b) ** 2 for t, a, b in zip(model[0], bonds_old, bonds_new))
e_s, c_s = bands(grid, (scaled, model[1], model[2]), tau_new)[:2]
filling = np.mean(np.sum(f, -1))
mu_s = brentq(lambda m: np.mean(np.sum(occupation(e_s, m), -1)) - filling, -3, 0)
s_scaled = hall(e_s, c_s, mu_s)

quantum = const.e**2 / const.h * 1e6
print(f"bond length {bond:.2f} angstrom, cell area {cell_area:.4f} angstrom^2")
print(f"first-neighbour hoppings {model[0]} eV, second {model[1]} eV")
print(f"displacement of B along y {shift:.2f} angstrom")
print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV, chemical potential {mu} eV")
print(f"lower band from {e_old[..., 0].min():.4f} to {e_old[..., 0].max():.4f} eV")
print(f"gap between bands {indirect_gap:.4f} eV")
print(f"electrons per cell {filling:.4f}")
print(f"sample k point ({k0[0]:.2f}, {k0[1]:.2f}) 1/angstrom")
print(f"slope of B weight along x there {slope_x:.5f} angstrom")
print(f"curvature there, old positions {omega_old:.5f} angstrom^2")
print(f"curvature there, new positions {omega_new:.5f} angstrom^2")
print(f"curvature there, all at cell origin {omega_org:.5f} angstrom^2")
print(f"from time evolution, old positions {driven_old:.5f} angstrom^2")
print(f"from time evolution, new positions {driven_new:.5f} angstrom^2")
dc = c_new[..., 0] - c_old[..., 0]
print(f"curvature change over zone {dc.min():.4f} to {dc.max():.4f} angstrom^2")
print(f"Chern number, link phases {chern_link:.6f}")
print(f"Chern number, old / new / origin {chern_old:.6f} {chern_new:.6f} {chern_org:.6f}")
print(f"sigma_xy in gap, old / new {gap_old:.6f} {gap_new:.6f} e^2/h")
print(f"intrinsic metallic sigma_xy, old positions {s_old:.6f} e^2/h")
print(f"intrinsic metallic sigma_xy, new positions {s_new:.6f} e^2/h")
print(f"intrinsic metallic sigma_xy, cell origin {s_org:.6f} e^2/h")
print(f"change old to new {s_new - s_old:.6f} e^2/h")
print(f"change old to new {(s_new - s_old) * quantum:.4f} microsiemens")
print(f"change from Fermi-surface formula {s_surface:.6f} e^2/h")
for name, case in (("threefold axis", threefold), ("time reversal", reversal),
                   ("displacement along x", sideways)):
    print(f"{name}: largest local change {case[0]:.4f} angstrom^2")
    print(f"{name}: Hall change below 1e-7 e^2/h: {abs(case[1]) < 1e-7}")
print(f"disorder full width {width:.1f} eV, {samples} samples of {size}x{size} cells")
print(f"Born estimate of scattering rate {born_rate:.3f} eV")
for s, a, b, c, r in zip(rates, clean, dirty, error, ratio):
    print(f"s {s:.2f} eV: clean {a:.5f}, disordered {b:.5f} +- {c:.5f} e^2/h, "
          f"ratio {r:.3f}")
print(f"bond lengths after the move {np.round(bonds_new, 4).tolist()} angstrom")
print(f"inverse-square hoppings {np.round(scaled, 4).tolist()} eV")
print(f"chemical potential at same filling {mu_s:.4f} eV")
print(f"intrinsic sigma_xy with those hoppings {s_scaled:.6f} e^2/h")
print(f"shift due to hopping change alone {s_scaled - s_new:.6f} e^2/h")
print("checks complete")
```

Printed output:

```
bond length 2.00 angstrom, cell area 10.3923 angstrom^2
first-neighbour hoppings (1.4, 1.0, 1.0) eV, second 0.15 eV
displacement of B along y 0.30 angstrom
temperature 300 K, kT 0.02585 eV, chemical potential -1.2 eV
lower band from -3.4000 to -0.6000 eV
gap between bands 1.2000 eV
electrons per cell 0.8040
sample k point (0.10, 1.00) 1/angstrom
slope of B weight along x there -1.51101 angstrom
curvature there, old positions 10.84218 angstrom^2
curvature there, new positions 10.38887 angstrom^2
curvature there, all at cell origin 13.86419 angstrom^2
from time evolution, old positions 10.84180 angstrom^2
from time evolution, new positions 10.38857 angstrom^2
curvature change over zone -0.5196 to 0.2660 angstrom^2
Chern number, link phases 1.000000
Chern number, old / new / origin 1.000000 1.000000 1.000000
sigma_xy in gap, old / new -1.000000 -1.000000 e^2/h
intrinsic metallic sigma_xy, old positions -0.346406 e^2/h
intrinsic metallic sigma_xy, new positions -0.358055 e^2/h
intrinsic metallic sigma_xy, cell origin -0.268746 e^2/h
change old to new -0.011649 e^2/h
change old to new -0.4513 microsiemens
change from Fermi-surface formula -0.011649 e^2/h
threefold axis: largest local change 0.3286 angstrom^2
threefold axis: Hall change below 1e-7 e^2/h: True
time reversal: largest local change 0.3428 angstrom^2
time reversal: Hall change below 1e-7 e^2/h: True
displacement along x: largest local change 0.3960 angstrom^2
displacement along x: Hall change below 1e-7 e^2/h: True
disorder full width 2.0 eV, 14 samples of 16x16 cells
Born estimate of scattering rate 0.467 eV
s 0.40 eV: clean -0.01146, disordered -0.00498 +- 0.00008 e^2/h, ratio 0.434
s 0.20 eV: clean -0.01160, disordered -0.00337 +- 0.00007 e^2/h, ratio 0.291
s 0.10 eV: clean -0.01164, disordered -0.00200 +- 0.00005 e^2/h, ratio 0.172
s 0.05 eV: clean -0.01165, disordered -0.00109 +- 0.00004 e^2/h, ratio 0.094
bond lengths after the move [2.3, 1.8682, 1.8682] angstrom
inverse-square hoppings [1.0586, 1.1461, 1.1461] eV
chemical potential at same filling -1.1168 eV
intrinsic sigma_xy with those hoppings -0.396719 e^2/h
shift due to hopping change alone -0.038664 e^2/h
checks complete
```
